# Dipolar anisotropy of thin films: lattice sums against the continuum value

## Problem

A ferromagnetic film consists of $N$ identical atomic layers of unlimited lateral extent. Every site carries the same point moment $\mathbf m=m\,\mathbf u$, with $\mathbf u$ a unit vector. Each layer is a square or triangular lattice with nearest-neighbour distance $a$, and the layers are a distance $d$ apart. Seen from any site, every layer has threefold or fourfold rotation symmetry about the film normal $z$. Only the magnetic dipole interaction is considered.

(a) Express the energy difference $\Delta E_N$ between normal and in-plane magnetization, per column of $N$ atoms, through sums over single layers.

(b) Evaluate the monolayer sum $S_0=\sum_{\mathbf R\neq0}(a/R)^3$ for both lattices.

(c) Find how fast the coupling between layers decays with their distance.

(d) Compare $\Delta E_N$ with the value for a uniformly magnetized continuum of thickness $Nd$, for sc(001), fcc(001), bcc(001) and fcc(111) films. When does the bulk limit agree with the continuum?

(e) Give energies for the two fcc films with $a=2.5$ Å and $m=2$ Bohr magnetons.

## Solution

### (a) Reduction to layer sums

In atomic units $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant, and the Bohr magneton is $1/2$. Two parallel moments separated by $\mathbf r$ have the energy

$$\frac{\alpha^2m^2}{r^3}\left[1-\frac{3(\mathbf u\cdot\mathbf r)^2}{r^2}\right]=\alpha^2m^2\sum_{ij}u_iu_j\,\frac{\delta_{ij}r^2-3r_ir_j}{r^5}.$$

Fix one site and sum over a layer at height $z$. The terms fall as $1/\rho^3$, where $\rho$ is the in-plane distance, so the sum converges absolutely and defines a symmetric tensor $D_{ij}$.

Under a rotation by $\varphi$ about $z$, the combination $D_{xz}+iD_{yz}$ acquires a phase $e^{\pm i\varphi}$, and $D_{xx}-D_{yy}+2iD_{xy}$ acquires $e^{\pm2i\varphi}$. For $\varphi=120^\circ$ or $90^\circ$ neither phase is 1. Symmetry requires both combinations to be unchanged, so both vanish. The trace also vanishes, because $3r^2-3r^2=0$. Hence $D_{xx}=D_{yy}=-D_{zz}/2$, and with $\theta$ the angle between $\mathbf u$ and $z$,

$$\sum_{ij}u_iu_jD_{ij}=D_{zz}\left(\cos^2\theta-\tfrac12\sin^2\theta\right)=D_{zz}\left(\tfrac32\cos^2\theta-\tfrac12\right).$$

The normal and in-plane directions therefore differ by $\tfrac32D_{zz}$. The factor $\tfrac12$ that prevents double counting of pairs turns this into $\tfrac34D_{zz}$.

From here on $a$ is the unit of length in all sums, in the cell area $A$ and in $d$. For layers $n$ steps apart, $z=nd$ and

$$T_n=D_{zz}=\sum\frac{r^2-3z^2}{r^5}=\sum\frac{\rho^2-2z^2}{r^5}.$$

Within one layer $z=0$, and the sum is $S_0$. Assume that the sum between two layers depends only on their separation $n$, as in the sc, fcc, bcc and hcp films treated here; stackings such as AAB or ABAC need a separate sum for each pair of layers. Reversing $\mathbf r$ leaves the summand unchanged, so both orderings of a pair contribute equally. There are $N$ terms with both sites in the same layer and $2(N-n)$ ordered pairs of layers at separation $n$:

$$\boxed{\Delta E_N=\frac34\,\frac{\alpha^2m^2}{a^3}\left[NS_0+2\sum_{n=1}^{N-1}(N-n)T_n\right]}$$

The energy is $E(\theta)=E_\parallel+\Delta E_N\cos^2\theta$. A positive $\Delta E_N$ favours in-plane moments.

### (b) The monolayer sums

Stopping the direct sum at radius $L$ omits about $\int_L^\infty 2\pi\rho\,d\rho/(A\rho^3)=2\pi/(AL)$. For the square lattice, $L=100$ gives 8.9708, still 0.7 % too small. A faster form starts from

$$\int_0^\infty s^{1/2}e^{-\pi sR^2/A}\,ds=\Gamma\!\left(\tfrac32\right)\left(\frac{A}{\pi R^2}\right)^{3/2}=\frac{A^{3/2}}{2\pi R^3}.$$

With $\Theta(s)=\sum_{\mathbf R}e^{-\pi sR^2/A}$, origin included,

$$A^{3/2}S_0=2\pi\int_0^\infty s^{1/2}\left[\Theta(s)-1\right]ds.$$

Poisson summation, $\sum_{\mathbf R}f(\mathbf R)=A^{-1}\sum_{\mathbf G}\hat f(\mathbf G)$, applied to the Gaussian gives

$$\Theta(s)=\frac1s\sum_{\mathbf G}e^{-AG^2/(4\pi s)}.$$

The reciprocal vectors are $\mathbf b_1=2\pi\,\mathbf a_2\times\hat z/A$ and $\mathbf b_2=2\pi\,\hat z\times\mathbf a_1/A$. The reciprocal lattice is thus the direct lattice turned by $90^\circ$ and scaled by $2\pi/A$. Setting $G=2\pi R/A$ yields $\Theta(s)=\Theta(1/s)/s$, or $\Theta(1/s)=s\,\Theta(s)$.

Split the integral at $s=1$ and substitute $s=1/t$ in the lower part:

$$\int_0^1s^{1/2}[\Theta(s)-1]ds=\int_1^\infty t^{-5/2}\left[t\,\Theta(t)-1\right]dt$$
$$=\int_1^\infty t^{-3/2}[\Theta(t)-1]dt+\int_1^\infty\left(t^{-3/2}-t^{-5/2}\right)dt.$$

The last integral is $2-\tfrac23=\tfrac43$. Therefore

$$S_0=\frac{2\pi}{A^{3/2}}\left[\frac43+\sum_{\mathbf R\ne0}J\!\left(\frac{\pi R^2}{A}\right)\right],\qquad J(p)=\int_1^\infty\left(s^{1/2}+s^{-3/2}\right)e^{-ps}ds.$$

Integrating each part once by parts leads to $\int_1^\infty s^{-1/2}e^{-ps}ds=\sqrt{\pi/p}\,\operatorname{erfc}\sqrt p$, so that

$$J(p)=e^{-p}\left(2+\frac1p\right)+\sqrt{\frac{\pi}{p}}\left(\frac1{2p}-2p\right)\operatorname{erfc}\sqrt p.$$

For the square lattice $A=1$. The constant and the shells $R^2=1,2$ of four sites each give

$$S_0^{\rm sq}=8.37758+0.64184+0.01418+\dots=9.0336.$$

For the triangular lattice $A=\sqrt3/2$. The shells $R^2=1,3$ of six sites each give

$$S_0^{\rm tri}=10.39496+0.63906+0.00016+\dots=11.0342.$$

Thus $S_0=9.034$ and $11.034$. Direct summation with the tail added agrees with both values.

### (c) Coupling between layers

For $z\neq0$ the summand of $T_n$ is $-\partial_z^2(1/r)$, since $\partial_z^2(1/r)=(3z^2-r^2)/r^5$. Let $\phi_G(z)$ be the in-plane Fourier transform of $1/r$ at $G\ne0$. From $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ follows $\phi_G''-G^2\phi_G=-4\pi\delta(z)$. The decaying solution is $Ce^{-G|z|}$, and the jump of its slope, $-2GC=-4\pi$, fixes $C=2\pi/G$. The transform of the summand is then $-2\pi Ge^{-G|z|}$.

At $G=0$ the transform is the plain integral over the plane,

$$2\pi\int_0^\infty\frac{\rho(\rho^2-2z^2)}{(\rho^2+z^2)^{5/2}}d\rho=2\pi\left[-\frac{\rho^2}{(\rho^2+z^2)^{3/2}}\right]_0^\infty=0.$$

Poisson summation for a layer displaced sideways by $\boldsymbol\tau_n$ gives

$$T_n=-\frac{2\pi}{A}\sum_{\mathbf G\neq0}G\cos(\mathbf G\cdot\boldsymbol\tau_n)\,e^{-Gnd}.$$

A uniformly magnetized sheet produces no field outside itself. What remains is the field of the atomic corrugation, which decays exponentially. At large $nd$ the shortest reciprocal vectors dominate and $T_n$ falls as $e^{-G_{\min}nd}$, with a prefactor set by the cosines. For the square-lattice films treated here this prefactor changes at most its sign with $n$; for fcc(111) and hcp its magnitude is twice as large for layers on top of each other as for layers over hollow sites. From $G=2\pi R/A$ with $R=1$, $G_{\min}=2\pi$ for the square and $4\pi/\sqrt3$ for the triangular lattice, in units of $1/a$.

When atoms sit on top of each other every cosine is 1 and $T_n<0$, as for sc(001), where $T_1=-0.327$. Over hollow sites the shortest $\mathbf G$ have cosine $-1$ (square) or $-\tfrac12$ (triangular), which favours a positive sign. The values are $T_1=1.429$ for fcc(001), $4.176$ for bcc(001) and $0.406$ for fcc(111).

### (d) Comparison with the continuum

**Continuum value.** The magnetization is $M=m/V$ with atomic volume $V=Ad$. Normal magnetization puts magnetic charge $\pm M$ per area on the two faces. As in a capacitor, the energy per volume is $2\pi\alpha^2M^2$. In-plane magnetization has charges at the infinitely distant edges alone and costs nothing. For $N$ atoms of volume $Ad$,

$$\Delta E_N^{\rm cont}=N\,\frac{2\pi}{Ad}\,\frac{\alpha^2m^2}{a^3}.$$

**Bulk limit.** The discrete energy per atom tends to $\tfrac34(S_0+2\sum_{n\ge1}T_n)$ in units of $\alpha^2m^2/a^3$. To find this sum, draw a large sphere of radius $R$ about one site.

Inside it, cubic symmetry makes the tensor $\sum r_ir_j/r^5$ a multiple of the unit tensor. The sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ are then equal for any orientation of the axes, including $z\parallel[111]$, so $\sum(r^2-3z^2)/r^5=0$.

Outside, assign to each site a prism of volume $V$ centred on it and replace the sum by an integral. The summand varies over a prism by an amount of order $r^{-4}$, which adds up to order $1/R$. The roughly $R^2$ prisms cut by the sphere contribute $R^{-3}$ each, again of order $1/R$. The replacement is therefore correct as $R\to\infty$.

In a plane at height $z$ the integral starts at $\rho_0$, and the antiderivative above gives $2\pi\rho_0^2/(\rho_0^2+z^2)^{3/2}$. For $|z|<R$ we have $\rho_0^2=R^2-z^2$; for $|z|>R$, $\rho_0=0$ and the plane gives nothing. Hence

$$S_0+2\sum_{n\ge1}T_n=\frac1{Ad}\int_{-R}^{R}\frac{2\pi(R^2-z^2)}{R^3}dz=\frac{8\pi}{3Ad}\qquad\text{(cubic)}.$$

Multiplied by $\tfrac34$, this is the continuum value $2\pi/(Ad)$.

**Finite $N$.** Extend the sum in $\Delta E_N$ to all $n$ and subtract what was added:

$$2\sum_{n<N}(N-n)T_n=2N\sum_{n\ge1}T_n-2\sum_{n\ge1}nT_n+2\sum_{n>N}(n-N)T_n.$$

Dividing by the continuum value and using the bulk result,

$$\boxed{\frac{\Delta E_N}{\Delta E_N^{\rm cont}}=1+\frac{\kappa}{N}+\frac{3Ad}{4\pi N}\sum_{n>N}(n-N)T_n,\qquad\kappa=-\frac{3Ad}{4\pi}\sum_{n\ge1}nT_n}$$

The last term is exponentially small in $N$. In units of the in-plane distance $a$ (for bcc(001) the cube edge), the spacings are $d=1$ for sc(001), $1/\sqrt2$ for fcc(001), $1/2$ for bcc(001) and $\sqrt{2/3}$ for fcc(111). The computed ratios are:

| Film | $\kappa$ | $N=1$ | $N=2$ | $N=10$ |
|---|---|---|---|---|
| sc(001) | 0.078 | 1.078 | 1.039 | 1.008 |
| fcc(001) | −0.234 | 0.762 | 0.883 | 0.977 |
| bcc(001) | −0.425 | 0.539 | 0.788 | 0.958 |
| fcc(111) | −0.069 | 0.931 | 0.966 | 0.993 |

The anisotropy $\Delta E_N$ of the whole column differs from the continuum by a constant surface term, so the relative error falls as $1/N$. This holds for the difference only: in the bulk limit of a cubic crystal $E_\parallel$ and $E_\parallel+\Delta E_N$ each lie below their continuum values by the same $2\pi/(3Ad)$ per atom, in units of $\alpha^2m^2/a^3$, which cancels in $\Delta E_N$. Apart from the exponentially small term, which still reaches $-0.036$ for the bcc(001) monolayer, the film behaves like a continuum of the same $M$ and thickness $(N+\kappa)d$; an fcc(001) film appears thinner by 0.23 layers. An error below 1 % of the continuum value needs $N>100|\kappa|$: 7 layers for fcc(111), but 43 for bcc(001). These figures rest on the thickness $Nd$. Taking $(N-1)d$, the distance between the outer atomic planes, would give a monolayer no continuum anisotropy at fixed $M$, and a divergent one if its total moment is kept.

**Non-cubic crystals.** Without cubic symmetry the sum inside the sphere need not vanish. For ideal hcp stacking it is $-0.0068$, and the bulk ratio becomes

$$1+\frac{3}{4}\,\frac{(-0.0068)}{8.886}=0.9994,$$

where $8.886$ is $2\pi/(Ad)$. The deviation is small here, but it does not disappear with thickness. It becomes large for widely spaced layers: as $d\to\infty$ at fixed $a$, all $T_n\to0$ and the ratio tends to $3AdS_0/(8\pi)$, which grows without limit. Each layer keeps its own anisotropy, while the continuum spreads the same moment over an ever larger volume. The bulk limit agrees with the continuum when the sum inside the sphere vanishes. Cubic symmetry guarantees this but is not required: the hcp ratio lies below 1 at the ideal spacing and grows without limit with $d$, so it passes through 1 at some larger spacing.

### (e) Energies

Two Bohr magnetons are $m=1$ in atomic units, and with $a=2.5$ Å the energy unit is $\alpha^2m^2/a^3=1.374\times10^{-5}$ eV. Both fcc films have the same atomic volume and hence the same continuum value,

$$8.886\times1.374\times10^{-5}\ \text{eV}=1.221\times10^{-4}\ \text{eV per atom}.$$

The monolayers give

$$\text{fcc(001)}:\ \tfrac34\times9.034\times1.374\times10^{-5}\ \text{eV}=9.31\times10^{-5}\ \text{eV},$$
$$\text{fcc(111)}:\ \tfrac34\times11.034\times1.374\times10^{-5}\ \text{eV}=1.137\times10^{-4}\ \text{eV},$$

or $3.42\times10^{-6}$ and $4.18\times10^{-6}$ hartree. The denser triangular layer lies closer to the continuum.

For two fcc(001) layers the formula of part (a) gives, per atom,

$$\tfrac34(S_0+T_1)=\tfrac34(9.034+1.429)=7.847,$$

which is $1.078\times10^{-4}$ eV. One neighbouring layer thus removes about half of the monolayer's deficit. At $N=10$ the value is $1.193\times10^{-4}$ eV, 2.3 % below the continuum.

All these energies favour in-plane magnetization. They describe rigid point moments on an ideal lattice and compare uniform, single-domain states only. The parallel alignment is imposed, as exchange does in a real ferromagnet: with dipole coupling alone, a square monolayer has lower energy with in-plane rows of alternating direction ($-2.55$ per atom against $-2.26$, in units of $\alpha^2m^2/a^3$). A film magnetized along the normal can also lower its dipolar energy by splitting into up and down domains (for the same monolayer, $2.91$ with stripes eight sites wide against $4.52$ when uniform, wall energy from exchange not counted), so $\Delta E_N$ overstates the dipolar cost of normal magnetization once domains form. Spin-orbit anisotropy, changed layer spacings or moments at the surface, and the spatial extent of the atomic magnetization are left out, so the sign of a real film's total anisotropy cannot be inferred from them. Further values are in the numerical output below.

## Computed values

```
Monolayer sums, dimensionless (a = 1)
square: S0 = 9.033622, constant term = 8.377580
  shell r^2 = 1, 4 sites: 0.641844
  shell r^2 = 2, 4 sites: 0.014183
  shell r^2 = 4, 4 sites: 0.000014
  direct, L = 10: 8.40785; with tail 9.03617
  direct, L = 100: 8.97079; with tail 9.03362
triangular: S0 = 11.034176, constant term = 10.394956
  shell r^2 = 1, 6 sites: 0.639061
  shell r^2 = 3, 6 sites: 0.000156
  shell r^2 = 4, 6 sites: 0.000003
  direct, L = 10: 10.31304; with tail 11.03856
  direct, L = 100: 10.96164; with tail 11.03419
Film constants (a = 1): T_1, T_2, continuum 2pi/(Ad), kappa
  sc(001): -0.327465, -0.000555, 6.28319, 0.07844
  fcc(001): 1.429414, -0.022633, 8.88577, -0.23378
  bcc(001): 4.176388, -0.327465, 12.56637, -0.42452
  fcc(111): 0.405633, 0.001129, 8.88577, -0.06885
Discrete/continuum ratio: sc(001), fcc(001), bcc(001), fcc(111)
  N = 1: 1.07831, 0.76248, 0.53915, 0.93134
  N = 2: 1.03922, 0.88313, 0.78841, 0.96557
  N = 3: 1.02615, 0.92207, 0.85847, 0.97705
  N = 5: 1.01569, 0.95324, 0.91510, 0.98623
  N = 10: 1.00784, 0.97662, 0.95755, 0.99311
hcp ideal c/a: bulk discrete/continuum ratio = 0.999429
hcp interior spherical sum (a = 1) = -0.00676
Example: a = 2.5 angstrom, m = 2.0 Bohr magnetons
alpha^2 m^2/a^3 = 1.37425e-05 eV
fcc(001): continuum = 1.2211e-04 eV per atom
  N = 1: discrete = 9.3108e-05 eV per atom
  N = 2: discrete = 1.0784e-04 eV per atom
  N = 5: discrete = 1.1640e-04 eV per atom
  N = 10: discrete = 1.1926e-04 eV per atom
fcc(111): continuum = 1.2211e-04 eV per atom
  N = 1: discrete = 1.1373e-04 eV per atom
  N = 2: discrete = 1.1791e-04 eV per atom
  N = 5: discrete = 1.2043e-04 eV per atom
  N = 10: discrete = 1.2127e-04 eV per atom
fcc(001) monolayer: 3.4217e-06 hartree per atom
fcc(111) monolayer: 4.1794e-06 hartree per atom
```
